# Theta-function overlap and zone-boundary minimum for a chain of s Gaussians: test program

```python
# Result under test: for an infinite chain of normalized s Gaussians
# (exponent a, spacing d) the Bloch overlap
#   S(k) = sum_n exp(i k n d) <g_0|g_n>
# is the theta function theta_3(k d/2, q), q = exp(-a d^2/2), equal to
#   sqrt(2 pi/a)/d * sum_m exp(-(k + 2 pi m/d)^2/(2 a)).
# Its minimum is at k = pi/d and is close to
#   2 sqrt(2 pi/a)/d * exp(-pi^2/(2 a d^2))   when x = a d^2 << 4 pi^2.
# Lengths in bohr, exponents in bohr^-2, overlaps without unit.
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq
from pyscf import gto

mp.mp.dps = 80
spacing = 2.0
exponents = [5.0, 2.0, 1.0, 0.5, 0.25, 0.125]
a_main = 0.125


def direct_sum(a, phase):
    """Lattice sum of overlaps; phase = k d."""
    x = mp.mpf(a) * mp.mpf(spacing) ** 2
    nmax = int(mp.sqrt(500 / x)) + 2
    return 1 + 2 * mp.fsum(mp.exp(-x * n * n / 2) * mp.cos(n * phase)
                           for n in range(1, nmax + 1))


def reciprocal_sum(a, phase):
    """Sum over reciprocal lattice vectors."""
    x = mp.mpf(a) * mp.mpf(spacing) ** 2
    mmax = int(mp.sqrt(500 * x) / (2 * mp.pi)) + 3
    return mp.sqrt(2 * mp.pi / x) * mp.fsum(
        mp.exp(-(phase + 2 * mp.pi * m) ** 2 / (2 * x))
        for m in range(-mmax, mmax + 1))


def boundary_estimate(a):
    a, d = mp.mpf(a), mp.mpf(spacing)
    return 2 * mp.sqrt(2 * mp.pi / a) / d * mp.exp(-mp.pi**2 / (2 * a * d**2))


# Pair overlap: quadrature of the product of two normalized Gaussians
norm_squared = (2 * a_main / np.pi) ** 1.5
transverse = quad(lambda y: np.exp(-2 * a_main * y * y), -20, 20,
                  epsabs=1e-12)[0]
for n in range(4):
    along = quad(lambda z: np.exp(-a_main * (z * z + (z - n * spacing) ** 2)),
                 -20, 26, epsabs=1e-12)[0]
    overlap = norm_squared * transverse**2 * along
    assert abs(overlap - np.exp(-a_main * (n * spacing) ** 2 / 2)) < 1e-9

# Direct sum against reciprocal sum, library theta function and product
for a in exponents:
    q = mp.exp(-mp.mpf(a) * mp.mpf(spacing) ** 2 / 2)
    ratios = []
    for fraction in (0, 0.3, 0.77, 1):
        phase = mp.pi * mp.mpf(fraction)
        value = direct_sum(a, phase)
        assert abs(value / reciprocal_sum(a, phase) - 1) < mp.mpf(10) ** -60
        assert abs(value - mp.jtheta(3, phase / 2, q)) < mp.mpf(10) ** -60
        product, power = mp.mpf(1), q
        while power > mp.mpf(10) ** -78:
            product *= 1 + 2 * power * mp.cos(phase) + power**2
            power *= q * q
        ratios.append(value / product)
    assert min(ratios) > 0
    assert max(ratios) / min(ratios) - 1 < mp.mpf(10) ** -60
    # strict decrease from zone centre to zone boundary
    curve = [direct_sum(a, mp.pi * j / 40) for j in range(41)]
    assert all(curve[j + 1] < curve[j] for j in range(40))

print("spacing d = %.3f bohr" % spacing)
print("a (bohr^-2), a d^2, S(0), S(pi/d), estimate, S/estimate - 1 (no unit)")
for a in exponents:
    x = a * spacing**2
    centre, edge = direct_sum(a, mp.mpf(0)), direct_sum(a, mp.pi)
    estimate = boundary_estimate(a)
    correction = edge / estimate - 1
    assert correction > 0
    series = mp.fsum(mp.exp(-2 * mp.pi**2 * j * (j + 1) / mp.mpf(x))
                     for j in range(1, 40))
    assert abs(correction / series - 1) < mp.mpf(10) ** -25
    if x <= 8:
        assert abs(correction / mp.exp(-4 * mp.pi**2 / x) - 1) < 1e-4
    print("%6.3f %6.2f %9.6f %.6e %.6e %.3e"
          % (a, x, centre, edge, estimate, correction))

# Main case: contrast between zone centre and boundary
x_main = a_main * spacing**2
s_centre = float(direct_sum(a_main, mp.mpf(0)))
s_min = float(direct_sum(a_main, mp.pi))
contrast = s_centre / s_min
assert abs(contrast / (0.5 * np.exp(np.pi**2 / (2 * x_main))) - 1) < 1e-10
print("main case a = %.3f bohr^-2, a d^2 = %.3f" % (a_main, x_main))
print("nome q = %.6f" % np.exp(-x_main / 2))
print("prefactor 2 sqrt(2 pi/a)/d = %.6f"
      % (2 * np.sqrt(2 * np.pi / a_main) / spacing))
print("exponent pi^2/(2 a d^2) = %.6f" % (np.pi**2 / (2 * x_main)))
print("S(0)/S(pi/d) = %.2f" % contrast)

# Norm of the Bloch sum in one cell, by quadrature in real space
points = np.arange(128) * spacing / 128
sites = np.arange(-40, 41)
gaussians = (2 * a_main / np.pi) ** 0.25 * np.exp(
    -a_main * (points[:, None] - sites[None, :] * spacing) ** 2)
for fraction in (0.0, 0.4, 0.8, 1.0):
    bloch = gaussians @ np.exp(1j * np.pi * fraction * sites)
    cell_norm = np.mean(np.abs(bloch) ** 2) * spacing
    expected = float(reciprocal_sum(a_main, mp.pi * mp.mpf(fraction)))
    assert abs(cell_norm - expected) < 1e-11
amplitude = (2 / spacing * (2 * a_main / np.pi) ** 0.25
             * np.sqrt(np.pi / a_main) * np.exp(-np.pi**2 / (4 * x_main)))
standing_wave = amplitude * np.cos(np.pi * points / spacing)
assert np.max(np.abs(bloch - standing_wave)) < 1e-11
print("standing-wave amplitude A = %.6f bohr^-1/2" % bloch[0].real)
print("cell norm at k = pi/d by quadrature = %.6e" % cell_norm)

# Truncated direct sums at the zone boundary
print("cutoff N, truncated S(pi/d), error bound; pi/(a d^2) = %.3f"
      % (np.pi / x_main))
truncated = {}
for cutoff in range(1, 9):
    n = np.arange(1, cutoff + 1)
    truncated[cutoff] = 1 + 2 * np.sum((-1.0) ** n * np.exp(-x_main * n**2 / 2))
    bound = 2 * np.exp(-x_main * (cutoff + 1) ** 2 / 2)
    assert abs(truncated[cutoff] - s_min) < bound
    print("%d %.6e %.3e" % (cutoff, truncated[cutoff], bound))
assert truncated[3] < 0
for a in (1.5, 1.0, 0.5, 0.25, 0.125, 0.0625):
    x = mp.mpf(a) * mp.mpf(spacing) ** 2
    first_safe = int(mp.ceil(mp.pi / x)) - 1
    for cutoff in range(first_safe, first_safe + 4):
        partial = 1 + 2 * mp.fsum((-1) ** n * mp.exp(-x * n * n / 2)
                                  for n in range(1, cutoff + 1))
        assert partial > 0

# Finite open chains from molecular Gaussian integrals
chain_length = 80
molecule = gto.M(atom=[["H", (0.0, 0.0, j * spacing)]
                       for j in range(chain_length)],
                 basis={"H": [[0, [a_main, 1.0]]]},
                 unit="Bohr", spin=0, verbose=0)
overlap_matrix = molecule.intor("int1e_ovlp")
middle = chain_length // 2
signs = (-1.0) ** (np.arange(chain_length) - middle)
assert abs(overlap_matrix[middle] @ signs - s_min) < 1e-10
print("functions in open chain, lowest eigenvalue, ratio to S(pi/d)")
lowest = []
for size in (5, 10, 20, 40, 80):
    eigenvalues = np.linalg.eigvalsh(overlap_matrix[:size, :size])
    lowest.append(eigenvalues[0])
    assert s_min < eigenvalues[0] and eigenvalues[-1] < s_centre
    print("%d %.6e %.4f" % (size, eigenvalues[0], eigenvalues[0] / s_min))
assert np.all(np.diff(lowest) < 0)
assert lowest[-1] / s_min < 1.1

# Exponent at which the smallest Bloch overlap reaches a chosen threshold
threshold = 1e-6
a_threshold = brentq(
    lambda a: float(mp.log(direct_sum(a, mp.pi) / threshold)),
    0.03, 0.25, xtol=1e-13)
assert abs(float(boundary_estimate(a_threshold)) / threshold - 1) < 1e-8
print("chosen threshold for S(pi/d) = %.1e" % threshold)
print("exponent at threshold = %.6f bohr^-2" % a_threshold)
print("a d^2 at threshold = %.6f" % (a_threshold * spacing**2))
print("success")
```

Running it gives:

```
spacing d = 2.000 bohr
a (bohr^-2), a d^2, S(0), S(pi/d), estimate, S/estimate - 1 (no unit)
 5.000  20.00  1.000091 9.999092e-01 8.758849e-01 1.416e-01
 2.000   8.00  1.036632 9.633689e-01 9.564896e-01 7.192e-03
 1.000   4.00  1.271342 7.300003e-01 7.299626e-01 5.172e-05
 0.500   2.00  1.772637 3.006258e-01 3.006258e-01 2.675e-09
 0.250   1.00  2.506628 3.605476e-02 3.605476e-02 7.157e-18
 0.125   0.50  3.544908 3.667078e-04 3.667078e-04 5.123e-35
main case a = 0.125 bohr^-2, a d^2 = 0.500
nome q = 0.778801
prefactor 2 sqrt(2 pi/a)/d = 7.089815
exponent pi^2/(2 a d^2) = 9.869604
S(0)/S(pi/d) = 9666.84
standing-wave amplitude A = 0.019150 bohr^-1/2
cell norm at k = pi/d by quadrature = 3.667078e-04
cutoff N, truncated S(pi/d), error bound; pi/(a d^2) = 6.283
1 -5.576016e-01 7.358e-01
2 1.781573e-01 2.108e-01
3 -3.264113e-02 3.663e-02
4 3.990145e-03 3.861e-03
5 1.292366e-04 2.468e-04
6 3.760562e-04 9.570e-06
7 3.664860e-04 2.251e-07
8 3.667110e-04 3.210e-09
functions in open chain, lowest eigenvalue, ratio to S(pi/d)
5 1.286188e-02 35.0739
10 1.775774e-03 4.8425
20 5.981904e-04 1.6312
40 4.153462e-04 1.1326
80 3.780061e-04 1.0308
chosen threshold for S(pi/d) = 1.0e-06
exponent at threshold = 0.077028 bohr^-2
a d^2 at threshold = 0.308112
success
```
